**Safeguarded Newton solver for charge neutrality**

The net charge p − n + Σ N_j⟨q⟩_j falls strictly with the Fermi level, so neutrality has one root; here p and n are the hole and electron densities, N_j is a dopant concentration and ⟨q⟩_j its mean charge. The program solves G = ln P − ln M = 0, where P and M are the total positive and negative charge densities, with Newton steps kept inside a shrinking bracket. It asserts the band integrals against quadrature, the slopes against finite differences, and a strictly falling charge with one sign change for a system with a negative-U centre. Roots are compared with 60-digit bisection for the worked example and with a bracketing solver for 25 random systems. Further assertions cover the cycle limit (with one spare cycle for rounding), quadratic convergence, both freeze-out laws and a degenerate case. The output shows 11 to 18 evaluations per root between 20 and 600 K, while a raw Newton step from midgap at 100 K would be about 10⁸ kT. For exact compensation at 100 K the program reports an uncertainty larger than the gap, which marks the double-precision root as unresolved.

## Verification by program

```python
"""Charge neutrality with Fermi-Dirac bands and multi-level dopants.

Result under test: the net charge p - n + sum_j N_j <q>_j falls strictly with
the Fermi level, so it has one root, and a bracketed Newton method finds it.
x = E_F/kT, energies in eV from the valence-band edge, densities in cm^-3.
P and M are the total positive and negative charge densities; G = ln P - ln M.
A dopant is (N, q, g, E): concentration, then charges, degeneracies and
energies of its states, with weights g exp(-E/kT - q x).
"""
import math
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq

KB = constants.k / constants.e          # eV/K
GAP = 1.1                               # eV
NC300, NV300 = 2e19, 1e19               # cm^-3 at 300 K
TOL = 1e-10                             # bracket tolerance in x
mp.mp.dps = 60

H = 0.03
S = np.arange(0.0, 11.0, H)
W = np.full(S.size, H)
W[0] = H / 2


def band_densities(T):
    scale = (T / 300.0) ** 1.5
    return NC300 * scale, NV300 * scale


def log_fermi(eta):
    """Return ln F_{1/2}(eta) and its derivative F_{-1/2}/F_{1/2}."""
    assert eta < 80
    m = min(eta, 0.0)
    occ = 1.0 / (np.exp(S**2 - eta + m) + math.exp(m))
    i0 = float(np.sum(W * occ))
    i2 = float(np.sum(W * S**2 * occ))
    return m + math.log(4 * i2 / math.sqrt(math.pi)), i0 / (2 * i2)


def lse(values):
    values = np.asarray(values, dtype=float)
    top = values.max()
    return float(top + np.log(np.sum(np.exp(values - top))))


def make_dopant(N, charges, degeneracies, energies):
    return (N, np.array(charges, float), np.array(degeneracies, float),
            np.array(energies, float))


def donor(N, depth):
    return make_dopant(N, [0, 1], [2, 1], [0, -(GAP - depth)])


def acceptor(N, height):
    return make_dopant(N, [0, -1], [4, 1], [0, height])


def double_donor(N, depth1, depth2):
    e1, e2 = GAP - depth1, GAP - depth2
    return make_dopant(N, [0, 1, 2], [1, 2, 1], [0, -e1, -e1 - e2])


def amphoteric(N, level_plus_zero, level_zero_minus):
    return make_dopant(N, [1, 0, -1], [1, 2, 1],
                       [-level_plus_zero, 0, level_zero_minus])


def log_weights(x, T, dopant):
    _, q, g, E = dopant
    lw = np.log(g) - E / (KB * T) - q * x
    return lw - lse(lw)


def mean_charge(x, T, dopant):
    return float(np.sum(dopant[1] * np.exp(log_weights(x, T, dopant))))


def log_charges(x, T, dopants):
    """Return ln P, d ln P/dx, ln M, d ln M/dx."""
    nc, nv = band_densities(T)
    lp, sp = log_fermi(-x)
    ln, sn = log_fermi(x - GAP / (KB * T))
    positive = [(math.log(nv) + lp, -sp)]
    negative = [(math.log(nc) + ln, sn)]
    for dopant in dopants:
        N, q = dopant[0], dopant[1]
        lw = log_weights(x, T, dopant)
        for f, terms in ((np.maximum(q, 0), positive),
                         (np.maximum(-q, 0), negative)):
            on = f > 0
            if not on.any():
                continue
            lf = lse(lw[on] + np.log(f[on]))
            # pairs that contribute have exponent <= 0; the others carry
            # the factor zero, so the clip only prevents overflow
            pair = np.exp(np.minimum(lw[:, None] + lw[None, :] - lf, 0.0))
            cov = 0.5 * np.sum(pair * (f[:, None] - f[None, :])
                               * (q[:, None] - q[None, :]))
            terms.append((math.log(N) + lf, -float(cov)))
    out = []
    for terms in (positive, negative):
        total = lse([t[0] for t in terms])
        out += [total, sum(math.exp(t[0] - total) * t[1] for t in terms)]
    return out


def initial_bracket(T, dopants):
    nc, nv = band_densities(T)
    qpos = sum(d[0] * max(d[1].max(), 0) for d in dopants)
    qneg = sum(d[0] * max(-d[1].min(), 0) for d in dopants)
    c = 1.5 * math.sqrt(math.pi)
    return (-(c * (nc + qneg) / nv) ** (2 / 3),
            GAP / (KB * T) + (c * (nv + qpos) / nc) ** (2 / 3))


def solve(T, dopants):
    """Safeguarded Newton; the bracket at least halves in every cycle."""
    count = 0

    def point(x):
        nonlocal count
        count += 1
        lp, dp, lm, dm = log_charges(x, T, dopants)
        return x, lp - lm, dp - dm

    def insert(x):
        nonlocal left, right
        new = point(x)
        if new[1] >= 0:
            left = new
        if new[1] <= 0:
            right = new

    a, b = initial_bracket(T, dopants)
    left, right = point(a), point(b)
    assert left[1] > 0 > right[1]
    bound = math.ceil(math.log2((b - a) / TOL))
    trace = []
    while right[0] - left[0] > TOL:
        width = right[0] - left[0]
        best = min(left, right, key=lambda r: abs(r[1]))
        step = -best[1] / best[2] if best[2] < 0 else math.inf
        if abs(step) < TOL / 2:
            step = math.copysign(0.75 * TOL, best[1])
        trial = best[0] + step
        if not left[0] < trial < right[0]:
            trial = 0.5 * (left[0] + right[0])
        insert(trial)
        if right[0] - left[0] > max(width / 2, TOL):
            insert(0.5 * (left[0] + right[0]))
        trace.append((right[0] - left[0],
                      min(abs(left[1]), abs(right[1]))))
    best = min(left, right, key=lambda r: abs(r[1]))
    rounding = 4 * np.finfo(float).eps * (GAP / (KB * T) + 50)
    error = TOL + (rounding / -best[2] if best[2] < 0 else math.inf)
    return dict(x=best[0], error=error, cycles=len(trace), evals=count,
                bound=bound, trace=trace, slope=best[2])


# ---- independent references -------------------------------------------
def fermi_quad(eta):
    """F_{1/2} from its defining integral over energy."""
    def f(e):
        return math.sqrt(e) / (1 + math.exp(e - eta))
    cut = max(eta, 0.0)
    total = quad(f, cut, cut + 60, epsabs=0, epsrel=1e-10, limit=200)[0]
    if cut > 0:
        total += quad(f, 0, cut, epsabs=0, epsrel=1e-10, limit=200)[0]
    return 2 / math.sqrt(math.pi) * total


def direct_charge(x, T, dopants):
    """Unscaled net charge from quadrature and plain Boltzmann sums."""
    nc, nv = band_densities(T)
    rho = nv * fermi_quad(-x) - nc * fermi_quad(x - GAP / (KB * T))
    for N, q, g, E in dopants:
        w = g * np.exp(-E / (KB * T) - q * x)
        rho += N * float(np.sum(q * w) / np.sum(w))
    return rho


def precise_root(T, dopants):
    """60-digit bisection inside the gap, bands from polylogarithms."""
    kt = mp.mpf(KB * T)
    nc, nv = band_densities(T)
    gap = mp.mpf(GAP) / kt

    def fermi(eta):
        return -mp.re(mp.polylog(mp.mpf(3) / 2, -mp.exp(eta)))

    def rho(x):
        total = nv * fermi(-x) - nc * fermi(x - gap)
        for N, q, g, E in dopants:
            w = [mp.mpf(float(gi)) * mp.exp(-mp.mpf(float(ei)) / kt
                 - int(qi) * x) for qi, gi, ei in zip(q, g, E)]
            total += N * sum(int(qi) * wi for qi, wi in zip(q, w)) / sum(w)
        return total

    lo, hi = mp.mpf(0), gap
    for _ in range(60):
        mid = (lo + hi) / 2
        if rho(mid) > 0:
            lo = mid
        else:
            hi = mid
    return float((lo + hi) / 2)


# ---- band integrals and their slopes ----------------------------------
worst_band = 0.0
for eta in (-20.0, -3.0, 0.5, 6.0, 25.0):
    lf, slope = log_fermi(eta)
    ref = fermi_quad(eta)
    worst_band = max(worst_band, abs(math.exp(lf) / ref - 1))
    fd = (fermi_quad(eta + 1e-3) - fermi_quad(eta - 1e-3)) / 2e-3
    assert abs(slope * ref / fd - 1) < 1e-6
    if eta > 0:
        assert ref > 2 * eta**1.5 / (3 * math.sqrt(math.pi))
assert worst_band < 1e-8

# ---- monotonic charge and one root with a negative-U centre ------------
neg_u = [donor(1e16, 0.05), acceptor(4e15, 0.06), amphoteric(2e16, 0.7, 0.4)]
for x in np.linspace(-3, 45, 25):
    now = log_charges(x, 300, neg_u)
    up, down = (log_charges(x + s, 300, neg_u) for s in (1e-4, -1e-4))
    assert abs((up[0] - down[0]) / 2e-4 - now[1]) < 1e-6
    assert abs((up[2] - down[2]) / 2e-4 - now[3]) < 1e-6
    assert now[1] < 0 < now[3]
scan = np.array([direct_charge(x, 300, neg_u) for x in np.linspace(-5, 48, 80)])
assert np.all(np.diff(scan) < 0)
assert np.sum(scan[:-1] * scan[1:] < 0) == 1

# ---- random systems against a bracketing solver for unscaled charge ----
rng = np.random.default_rng(7)
worst_random, random_count = 0.0, 25
for _ in range(random_count):
    T = rng.uniform(250, 600)
    N = 10 ** rng.uniform(14, 19, 3)
    system = [donor(N[0], rng.uniform(0.03, 0.3)),
              acceptor(N[1], rng.uniform(0.03, 0.3)),
              amphoteric(N[2], *rng.uniform(0.2, 0.9, 2))]
    r = solve(T, system)
    ref = brentq(direct_charge, -40, GAP / (KB * T) + 40,
                 args=(T, system), xtol=1e-11)
    worst_random = max(worst_random, abs(r["x"] - ref))
    assert r["cycles"] <= r["bound"] + 1    # one spare cycle for rounding
assert worst_random < 1e-6

# ---- worked example ----------------------------------------------------
ND, DEPTH, NA, HEIGHT = 1e16, 0.05, 3e15, 0.06
N2, DEPTH1, DEPTH2 = 2e15, 0.20, 0.40
main = [donor(ND, DEPTH), double_donor(N2, DEPTH1, DEPTH2),
        acceptor(NA, HEIGHT)]


def electrons(x, T):
    return band_densities(T)[0] * math.exp(log_fermi(x - GAP / (KB * T))[0])


print(f"gap {GAP} eV; at 300 K Nc {NC300:.1e}, Nv {NV300:.1e} cm^-3")
print(f"shallow donor: {ND:.1e} cm^-3, depth {DEPTH} eV, g0/g+ = 2")
print(f"double donor: {N2:.1e} cm^-3, depths {DEPTH1:.2f}, {DEPTH2:.2f} eV")
print("double donor degeneracies for q=0,1,2:", main[1][2].astype(int))
print(f"acceptor: {NA:.1e} cm^-3, height {HEIGHT} eV, g0/g- = 4")
print(f"bracket tolerance in E_F/kT: {TOL:.0e}")
print("q1, q2, qA: mean charge of shallow, double donor, acceptor (e)")
print("T(K)  E_F(eV)   n(cm^-3)    q1      q2      qA    cycles evals")
results, quadratic_pairs, worst_main = {}, 0, 0.0
for T in (20, 50, 100, 300, 600):
    r = results[T] = solve(T, main)
    x = r["x"]
    difference = abs(x - precise_root(T, main))
    worst_main = max(worst_main, difference)
    assert difference < r["error"]
    assert r["cycles"] <= r["bound"] + 1 and r["evals"] < r["bound"] + 2
    h = 1e-3
    hi, lo = log_charges(x + h, T, main), log_charges(x - h, T, main)
    curvature = ((hi[1] - hi[3]) - (lo[1] - lo[3])) / (2 * h)
    r["C"] = abs(curvature) / (2 * r["slope"] ** 2)
    sizes = [t[1] for t in r["trace"]]
    for old, new in zip(sizes, sizes[1:]):
        if 1e-5 < old < 0.1:
            quadratic_pairs += 1
            assert new < (1 + 2 * r["C"]) * old**2
    q1, q2, qa = (mean_charge(x, T, d) for d in main)
    print(f"{T:4d}  {x*KB*T:.5f}  {electrons(x, T):.4e}  {q1:.4f}  {q2:.4f}"
          f"  {qa:.4f}  {r['cycles']:3d}  {r['evals']:3d}")
assert quadratic_pairs >= 3
print(f"largest root difference from 60-digit bisection: {worst_main:.1e} kT")

r = results[100]
a, b = initial_bracket(100, main)
print(f"100 K: initial bracket in E_F/kT: {a:.3f} to {b:.3f}")
print(f"100 K: guaranteed cycle limit {r['bound']}")
print(f"100 K: pure bisection evaluations {r['bound'] + 2}")
print(f"100 K: root E_F/kT {r['x']:.6f}, slope G' {r['slope']:.4f}")
print(f"100 K: quadratic constant C {r['C']:.4f}")
print("100 K trace: cycle, bracket width (kT), smaller endpoint |G|")
for i, (width, size) in enumerate(r["trace"], 1):
    print(f"  {i:2d}  {width:.3e}  {size:.3e}")

# ---- raw Newton from midgap --------------------------------------------
xm = GAP / (2 * KB * 100)
lp, dp, lm, dm = log_charges(xm, 100, main)
P, M = math.exp(lp), math.exp(lm)
log_step = -(lp - lm) / (dp - dm)
linear_step = -(P - M) / (P * dp - M * dm)
assert min(log_step, linear_step) > GAP / (KB * 100)
print(f"100 K: gap {GAP/(KB*100):.2f} kT")
print(f"100 K midgap raw Newton step: {log_step:.2e} kT for G")
print(f"100 K midgap raw Newton step: {linear_step:.2e} kT for net charge")

# ---- freeze-out laws ---------------------------------------------------
only_donor = [donor(ND, DEPTH)]
T1, T2 = 18.0, 20.0
inverse = 1 / (KB * T1) - 1 / (KB * T2)
for name, system, power in (("compensated", main, 1.0),
                            ("uncompensated", only_donor, 0.5)):
    n1, n2 = (electrons(solve(T, system)["x"], T) for T in (T1, T2))
    c1, c2 = band_densities(T1)[0], band_densities(T2)[0]
    activation = -(math.log(n1 / c1**power) - math.log(n2 / c2**power)) / inverse
    if power == 1.0:
        law = c2 * math.exp(-DEPTH / (KB * T2)) * (ND - NA) / (2 * NA)
    else:
        law = math.sqrt(c2 * ND / 2) * math.exp(-DEPTH / (2 * KB * T2))
    assert abs(n2 / law - 1) < 1e-4
    assert abs(activation - power * DEPTH) < 1e-5
    print(f"20 K {name}: n {n2:.4e}, law {law:.4e} cm^-3")
    print(f"  activation energy 18-20 K: {1000*activation:.3f} meV")

# ---- degenerate band ---------------------------------------------------
heavy_N, heavy_depth = 1e20, 0.01
heavy = [donor(heavy_N, heavy_depth)]
r = solve(300, heavy)
ref = brentq(direct_charge, -40, GAP / (KB * 300) + 40,
             args=(300, heavy), xtol=1e-11)
assert abs(r["x"] - ref) < 1e-7
eta = r["x"] - GAP / (KB * 300)
assert eta > 0
ratio = NC300 * math.exp(eta) / electrons(r["x"], 300)
print(f"degenerate test: donor {heavy_N:.0e} cm^-3, depth {heavy_depth} eV, 300 K")
print(f"  (E_F-E_c)/kT {eta:.4f}; Boltzmann n / Fermi-Dirac n {ratio:.4f}")

# ---- exact compensation: unique root, limited by rounding --------------
balanced = [donor(1e16, DEPTH), acceptor(1e16, HEIGHT)]
print(f"exact compensation, both {balanced[0][0]:.0e} cm^-3, same two levels:")
for T in (300, 100):
    r = solve(T, balanced)
    ref = precise_root(T, balanced)
    if T == 300:
        assert abs(r["x"] - ref) < r["error"] < 1e-6
    else:
        assert r["error"] > GAP / (KB * T)
    print(f"  {T} K: E_F {r['x']*KB*T:.6f}, 60-digit {ref*KB*T:.6f} eV")
    print(f"    reported uncertainty {r['error']:.1e} kT")
print(f"random systems: {random_count}, largest difference {worst_random:.1e} kT")
print("done: every assertion held")
```

Output:

```
gap 1.1 eV; at 300 K Nc 2.0e+19, Nv 1.0e+19 cm^-3
shallow donor: 1.0e+16 cm^-3, depth 0.05 eV, g0/g+ = 2
double donor: 2.0e+15 cm^-3, depths 0.20, 0.40 eV
double donor degeneracies for q=0,1,2: [1 2 1]
acceptor: 3.0e+15 cm^-3, height 0.06 eV, g0/g- = 4
bracket tolerance in E_F/kT: 1e-10
q1, q2, qA: mean charge of shallow, double donor, acceptor (e)
T(K)  E_F(eV)   n(cm^-3)    q1      q2      qA    cycles evals
  20  1.05027  1.0102e+05  0.3000  0.0000  -1.0000   11   18
  50  1.05063  1.4388e+13  0.3014  0.0000  -1.0000    6   13
 100  1.03927  3.3461e+15  0.6346  0.0000  -1.0000    6   11
 300  0.89869  8.2991e+15  0.9943  0.6781  -1.0000    6   13
 600  0.65413  1.0172e+16  0.9991  1.5453  -1.0000    6   13
largest root difference from 60-digit bisection: 7.5e-13 kT
100 K: initial bracket in E_F/kT: -3.048 to 128.865
100 K: guaranteed cycle limit 41
100 K: pure bisection evaluations 43
100 K: root E_F/kT 120.602239, slope G' -0.8925
100 K: quadratic constant C 0.3018
100 K trace: cycle, bracket width (kT), smaller endpoint |G|
   1  8.795e+00  4.092e-01
   2  6.313e-01  9.023e-02
   3  2.677e-01  2.227e-03
   4  1.326e-01  1.493e-06
   5  6.630e-02  6.679e-13
   6  7.500e-11  6.679e-13
100 K: gap 127.65 kT
100 K midgap raw Newton step: 1.96e+08 kT for G
100 K midgap raw Newton step: 9.98e+07 kT for net charge
20 K compensated: n 1.0102e+05, law 1.0102e+05 cm^-3
  activation energy 18-20 K: 50.000 meV
20 K uncompensated: n 2.0807e+10, law 2.0807e+10 cm^-3
  activation energy 18-20 K: 25.000 meV
degenerate test: donor 1e+20 cm^-3, depth 0.01 eV, 300 K
  (E_F-E_c)/kT 0.3268; Boltzmann n / Fermi-Dirac n 1.4094
exact compensation, both 1e+16 cm^-3, same two levels:
  300 K: E_F 0.541467, 60-digit 0.541467 eV
    reported uncertainty 4.9e-08 kT
  100 K: E_F 0.504178, 60-digit 0.556204 eV
    reported uncertainty 9.2e+08 kT
random systems: 25, largest difference 2.9e-11 kT
done: every assertion held
```
